**Sommerfeld factor and oscillator-strength transfer for the regularized one-dimensional Coulomb exciton**

For H = −d²/dz² − 2/(|z|+z₀), with energies in the exciton Rydberg R and lengths in the exciton Bohr radius a, the Elliott spectrum is A = S/(2πk) at E = k², where S = −k Im D/|D|² and D = −u′/u is the logarithmic derivative of the outgoing (Whittaker) solution at |z| = 0. The result is k²/(k²+2/z₀) < S < 1, a finite edge value A_edge = 1/{4π²[J₀²+Y₀²]} at argument √(8z₀), bound-state strengths fₙ = |φₙ(0)|² = κₙ/D′(κₙ) at E = −κₙ² = −1/νₙ², and the sum rule Σfₙ = ∫₀^∞(1−S)dk/π. The program asserts S against direct integration of the Schrödinger equation and against mpmath Coulomb functions, the two bounds on grids for three cutoffs, the monotone Sonine–Pólya functionals, and the edge value against integration at k = 0. It asserts the levels and strengths against finite differences, shooting and the exact state at z₀ = a, and it asserts the continuity fν³/2 → A_edge, the Born limit at large κ, the large-k tail, the sum rule and the small-z₀ laws. It also asserts S < 1 for a soft-core potential, S ∝ k² for a Gaussian well, S > 1 for an off-centre well, and the three-dimensional limit of the odd-state factor. For μ = 0.05 mₑ, ε = 12 and z₀ = 0.2a the output shows A_edge = 0.052927/(R a), a binding energy of 3.37935 R = 15.965 meV, and sum-rule sides 0.942720/a and 0.942718/a. The lowest exciton holds 96.1 % of the transferred weight, and this share rises from 90.4 % to 99.9 % between z₀ = a and z₀ = 10⁻⁴a.

## Numerical check

```python
# 1D Elliott formula for H = -d2/dz2 - U, U = 2/(|z|+z0); energy in exciton Rydberg R, length in Bohr radius a.
# A(E) = sum |phi(0)|^2 delta(E-E_n); free value 1/(2 pi k), E = k^2; Sommerfeld factor S = 2 pi k A.
# Under test: with u = W_{nu,1/2}(2 kappa x), nu = 1/kappa, x = |z|+z0, D = -u'/u at x = z0, G(0,0) = 1/(2D):
#   S = -k Im D/|D|^2 (kappa = -ik) = 1/(F'^2+G'^2);  k^2/(k^2+2/z0) < S < 1;
#   A_edge = 1/(4 pi^2 [J0^2+Y0^2](sqrt(8 z0)));  bound even states D = 0, strength f = kappa/D'(kappa);
#   sum f_n = int_0^inf (1-S) dk/pi;  small-z0 laws; lowest-exciton share grows as z0 -> 0.
import numpy as np
import mpmath as mp
from scipy.special import psi, rgamma, j0, y0
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants as pc

pi, gam = np.pi, np.euler_gamma

def w_series(kappa, z0):
    # w = Gamma(a) y U(a,2,y) and dw/dy from the logarithmic series, a = 1 - 1/kappa (a not 0,-1,-2,...)
    a, y = 1 - 1 / kappa, 2 * kappa * z0
    t, s0, s1, ly = 1.0 + 0 * y, 0 * y, 0 * y, np.log(y)
    for j in range(int(30 + 4 * np.max(np.abs(y)))):
        b = ly + psi(a + j) - psi(1.0 + j) - psi(2.0 + j)
        s0, s1 = s0 + t * b, s1 + t * ((j + 1) * b + 1)
        t = t * (a + j) * y / ((j + 1) * (j + 2))
    return 1 + (a - 1) * y * s0, (a - 1) * s1

def w_bound(nu, z0):
    # w = y U(1-nu,2,y)/Gamma(nu) and dw/dy for real nu > 0, finite also at integer nu:
    # g = (a)_j/(Gamma(a)Gamma(nu)), h = g psi(a+j); the start of h uses the reflection formula for a < 1/2
    a, y = 1 - nu, 2 * z0 / nu
    g0 = rgamma(a) * rgamma(nu)
    h = np.where(a > 0.5, g0 * psi(np.maximum(a, 0.5)), g0 * psi(nu) - np.cos(pi * a))
    g, c, s0, s1, ly = g0, 1.0 + 0 * y, 0 * y, 0 * y, np.log(y)
    for j in range(int(30 + 4 * np.max(y))):
        b = g * (ly - psi(1.0 + j) - psi(2.0 + j)) + h
        s0, s1 = s0 + c * b, s1 + c * ((j + 1) * b + g)
        h, g, c = (a + j) * h + g, (a + j) * g, c * y / ((j + 1) * (j + 2))
    return g0 - nu * y * s0, -nu * s1

def D(kappa, z0):
    w, dw = w_series(kappa, z0)
    return kappa - 2 * kappa * dw / w

def S_formula(k, z0):
    d = D(-1j * np.asarray(k, float), z0)
    return -k * d.imag / abs(d) ** 2

def A_edge(z0):
    s = np.sqrt(8 * z0)
    return 1 / (4 * pi ** 2 * (j0(s) ** 2 + y0(s) ** 2))

def even_levels(z0, numax):
    def slope(nu):
        w, dw = w_bound(nu, z0)
        return w - 2 * dw
    def D_bound(nu):
        w, dw = w_bound(nu, z0)
        return (1 - 2 * dw / w) / nu
    g = np.arange(np.sqrt(z0 / 2), numax, 0.0937)
    v = slope(g)
    nus = np.array([brentq(lambda x: float(slope(x)), g[i], g[i + 1], xtol=1e-13)
                    for i in range(len(g) - 1) if v[i] * v[i + 1] < 0])
    h = 1e-5 * np.minimum(nus, 1.0)
    dD = (D_bound(nus + h) - D_bound(nus - h)) / (2 * h)
    return nus, -1 / (nus ** 3 * dD)

def bound_total(z0):
    nus, f = even_levels(z0, 16.0)
    return nus, f, f.sum() + A_edge(z0) / (nus[-1] + 0.5) ** 2   # Rydberg tail by the midpoint rule

def invariant(U, dU, k, X, start=(1.0, 0.0), t_eval=None):
    # direct integration; returns k*(asymptotic amplitude)^2 from the WKB invariant at z = X
    s = solve_ivp(lambda z, u: [u[1], -(k * k + U(z)) * u[0]], [0, X], start,
                  method='DOP853', rtol=1e-10, atol=1e-12, t_eval=t_eval)
    u, du = s.y[:, -1]
    Q = k * k + U(X)
    p = np.sqrt(Q)
    return p * u * u + (du + dU(X) * u / (4 * Q)) ** 2 / p, s

def coul(z0):
    return (lambda z: 2 / (z + z0)), (lambda z: -2 / (z + z0) ** 2)

def S_ode(k, z0):
    return k / invariant(*coul(z0), k, 300 / k)[0]

def fd_levels(z0, h, X=120.0, n=4):
    z = (np.arange(int(round(X / h))) + 0.5) * h
    d = 2 / h ** 2 - 2 / (z + z0)
    d[0] -= 1 / h ** 2                                  # even parity
    e, v = eigh_tridiagonal(d, -np.ones(len(z) - 1) / h ** 2, select='i', select_range=(0, n - 1))
    return e, v[0] ** 2 / (2 * h)

def shoot(nu, z0):
    s = solve_ivp(lambda x, u: [u[1], (1 / nu ** 2 - 2 / x) * u[0], u[0] ** 2], [nu * (2 * nu + 30), z0],
                  [1.0, -1 / nu, 0.0], method='DOP853', rtol=1e-10, atol=1e-12)
    u, du, n = s.y[:, -1]
    return du / u, u * u / (-2 * n)

mu, eps, z0 = 0.05, 12.0, 0.2
R = pc['Rydberg constant times hc in eV'][0] * 1e3 * mu / eps ** 2
aB = pc['Bohr radius'][0] * 1e9 * eps / mu
print(f"mu = {mu} m_e, eps = {eps}, z0 = {z0} a")
print(f"R = {R:.4f} meV, a = {aB:.3f} nm, z0 = {z0*aB:.3f} nm")

# continuum: formula against integration and Coulomb functions
for E in (0.0025, 0.01, 0.1, 1.0, 10.0, 100.0):
    k = np.sqrt(E)
    sf, so = float(S_formula(k, z0)), S_ode(k, z0)
    assert abs(sf / so - 1) < 1e-5
    print(f"E={E:g} R: S={sf:.6f} ODE={so:.6f} low={E/(E+2/z0):.6f} A={sf/(2*pi*k):.5f} A0={1/(2*pi*k):.5f} 1/(R a)")
for k in (0.3, 2.0):
    eta, r = -1 / k, k * z0
    dv = [(1 / r + eta) * fn(0, eta, r) - mp.sqrt(1 + eta ** 2) * fn(1, eta, r) for fn in (mp.coulombf, mp.coulombg)]
    assert abs(float(S_formula(k, z0)) * float(mp.re(dv[0]) ** 2 + mp.re(dv[1]) ** 2) - 1) < 1e-9
for zz in (0.001, 0.2, 2.0):
    ks = np.geomspace(0.01, min(100.0, 7 / zz), 80)
    s = S_formula(ks, zz)
    assert np.all(s < 1) and np.all(s > ks ** 2 / (ks ** 2 + 2 / zz))
zs = np.linspace(0, 40, 801)
sol = invariant(*coul(z0), 1.0, 40.0, t_eval=zs)[1]
Q = 1 + 2 / (zs + z0)
assert np.all(np.diff(sol.y[0] ** 2 + sol.y[1] ** 2 / Q) > -1e-9)
assert np.all(np.diff(sol.y[1] ** 2 + Q * sol.y[0] ** 2) < 1e-9)

# edge
s0 = np.sqrt(8 * z0)
edge_ode = 1 / (2 * pi * invariant(*coul(z0), 0.0, 20000.0)[0])
assert abs(edge_ode / A_edge(z0) - 1) < 2e-5
print(f"sqrt(8 z0) = {s0:.5f}, J0 = {j0(s0):.5f}, Y0 = {y0(s0):.5f}")
print(f"A_edge = {A_edge(z0):.6f} (ODE {edge_ode:.6f}) 1/(R a); edge slope S/k = {2*pi*A_edge(z0):.5f} a")

# other parities and potentials
odd = 1 / invariant(*coul(z0), 1.0, 300.0, (0.0, 1.0))[0]
s3 = 1 / invariant(*coul(1e-6), 1.0, 300.0, (0.0, 1.0))[0]
c3 = 2 * pi / (1 - np.exp(-2 * pi))
assert odd > 1 and abs(s3 / c3 - 1) < 2e-4
print(f"odd factor k=1/a: {odd:.4f}; z0=1e-6 a: {s3:.4f}; 3D formula {c3:.4f}")
soft = 1 / invariant(lambda z: 2 / np.hypot(z, z0), lambda z: -2 * z / np.hypot(z, z0) ** 3, 1.0, 300.0)[0]
assert 1 / (1 + 2 / z0) < soft < 1
print(f"soft-core 2/sqrt(z^2+z0^2), k=1/a: S = {soft:.4f}")
gs = [k / invariant(lambda z: 2 * np.exp(-z * z), lambda z: 0.0, k, 10.0)[0] for k in (0.01, 0.02)]
assert abs(gs[1] / gs[0] - 4) < 0.04
print(f"Gaussian well 2exp(-z^2): S(0.02)/S(0.01) = {gs[1]/gs[0]:.4f}")
ksh = 3 * pi / 8
shell = lambda g: ksh / invariant(lambda z: g * np.exp(-4 * (z - 2) ** 2), lambda z: 0.0, ksh, 12.0)[0]
born = -quad(lambda z: 0.005 * np.exp(-4 * (z - 2) ** 2) * np.sin(2 * ksh * z), 0, 12)[0] / ksh
assert shell(0.5) > 1.05 and abs((shell(0.005) - 1) / born - 1) < 0.02
print(f"off-centre well 0.5exp(-4(|z|-2)^2), k={ksh:.4f}/a: S = {shell(0.5):.4f}")

# bound states
nus, f, ftot = bound_total(z0)
(e1, f1), (e2, f2) = fd_levels(z0, 0.004), fd_levels(z0, 0.002)
efd, ffd = (4 * e2 - e1) / 3, (4 * f2 - f1) / 3
assert np.allclose(efd, -1 / nus[:4] ** 2, rtol=1e-5, atol=0) and np.allclose(ffd, f[:4], rtol=2e-5, atol=0)
for n in range(4):
    print(f"n={n}: nu={nus[n]:.5f} E={-1/nus[n]**2:.5f} R (FD {efd[n]:.5f}) f={f[n]:.6f}/a (FD {ffd[n]:.6f})")
print(f"lowest binding energy = {1/nus[0]**2:.5f} R = {R/nus[0]**2:.3f} meV")
cont = f[-1] * nus[-1] ** 3 / 2
assert abs(cont / A_edge(z0) - 1) < 5e-3
print(f"nu={nus[-1]:.4f}: f nu^3/2 = {cont:.6f} 1/(R a)")
nn, ff = even_levels(1.0, 1.5)                          # z0 = 1: exact state u = x exp(-x)
fex = np.exp(-2.0) / (2 * quad(lambda x: x * x * np.exp(-2 * x), 1, 40, epsabs=1e-13)[0])
assert len(nn) == 1 and abs(nn[0] - 1) < 1e-10 and abs(ff[0] / fex - 1) < 1e-7
print(f"z0=1 a: nu0 = {nn[0]:.8f}, f0 = {ff[0]:.6f}/a, quadrature of x exp(-x): {fex:.6f}/a")

# sum rule
kap = 40.0
dG = 1 / (2 * D(kap, z0)) - 1 / (2 * kap)
bornG = quad(lambda z: np.exp(-2 * kap * z) / (z + z0), 0, 1, epsabs=1e-13)[0] / kap ** 2
assert abs(dG / bornG - 1) < 1e-2
print(f"kappa={kap:g}/a: G-G0 = {dG:.4e}, Born {bornG:.4e}, 1/(2 z0 kappa^3) = {1/(2*z0*kap**3):.4e} 1/(R a)")
K, c2, c4 = 50.0, 1 / z0, 1.5 / z0 ** 2 + 0.5 / z0 ** 3
assert abs(1 - S_formula(K, z0) - (c2 / K ** 2 - c4 / K ** 4)) < 1e-6
xg, wg = np.polynomial.legendre.leggauss(30)
body = sum(0.5 * (b - a) * np.dot(wg, 1 - S_formula(0.5 * (b - a) * xg + 0.5 * (a + b), z0))
           for a, b in ((0, 1), (1, 4), (4, 15), (15, K))) / pi
tail = (c2 / K - c4 / (3 * K ** 3)) / pi
assert abs(body + tail - ftot) < 1e-5
print(f"tail coefficients c2 = {c2:.3f} /a^2, c4 = {c4:.3f} /a^4")
print(f"lost continuum: k<{K:g}/a {body:.6f} + tail {tail:.6f} = {body+tail:.6f} /a")
print(f"bound: {len(f)} levels {f.sum():.6f} + tail {ftot-f.sum():.6f} = {ftot:.6f} /a")
print(f"share of lowest exciton = {100*f[0]/ftot:.3f} %")

# dependence on z0
shares = []
for zz in (1.0, 0.2, 1e-2, 1e-4):
    nn, ff, ft = bound_total(zz)
    shares.append(ff[0] / ft)
    print(f"z0={zz:g} a: Eb={1/nn[0]**2:.4f} R f0={ff[0]:.4f}/a f1={ff[1]:.5f}/a A_edge={A_edge(zz):.5f} share={100*shares[-1]:.3f} %")
assert np.all(np.diff(shares) > 0)

# small-z0 laws against shooting and integration
zz = 1e-4
nn, ff = even_levels(zz, 2.0)
D0 = lambda nu: 1 / nu + 2 * (np.log(2 * zz / nu) + psi(1 - nu) + 2 * gam)
for n, br in ((0, (0.02, 0.9)), (1, (1.01, 1.9))):
    ns = brentq(lambda v: shoot(v, zz)[0], nn[n] * 0.999, nn[n] * 1.001, xtol=1e-12)
    fs = shoot(ns, zz)[1]
    assert abs(ns / nn[n] - 1) < 1e-6 and abs(fs / ff[n] - 1) < 1e-5
    na = brentq(D0, *br)
    fa = (1 / na) / (1 + 2 * na + 2 * na ** 2 * float(mp.psi(1, 1 - na)))
    assert abs(na / ns - 1) < 1e-2 and abs(fa / fs - 1) < 1e-2
    print(f"z0=1e-4 a, n={n}: nu shoot {ns:.5f} asym {na:.5f}; f shoot {fs:.5f} asym {fa:.5f} /a")
P, T = 2 * pi / (1 - np.exp(-2 * pi)), 2 * (np.log(2 * zz) + psi(1 + 1j).real + 2 * gam)
sa, so = P / (P * P + T * T), S_ode(1.0, zz)
assert abs(sa / so - 1) < 1e-2
print(f"z0=1e-4 a, k=1/a: P={P:.4f} T={T:.4f} /a, S asym {sa:.5f}, ODE {so:.5f}")
dev = []
for zz in (1e-6, 1e-12):
    nn, ff = even_levels(zz, 2.0)
    L, k0 = -np.log(2 * zz) - 2 * gam, 1 / nn[0]
    dev.append([abs(2 * L * L * ff[1] - 1), abs((nn[1] - 1) * L - 1), abs(ff[0] / k0 - 1),
                abs((2 * np.log(1 / (2 * zz * k0)) - 2 * gam) / k0 - 1)])
    assert max(dev[-1]) < 5 / L
    print(f"z0={zz:g} a: L={L:.3f} kappa0={k0:.3f}/a f0/kappa0={ff[0]/k0:.4f} (nu1-1)L={(nn[1]-1)*L:.4f} 2L^2f1={2*L*L*ff[1]:.4f}/a")
assert all(b < a for a, b in zip(*dev))
print("every check passed")
```

Output:

```
mu = 0.05 m_e, eps = 12.0, z0 = 0.2 a
R = 4.7242 meV, a = 12.700 nm, z0 = 2.540 nm
E=0.0025 R: S=0.016627 ODE=0.016627 low=0.000250 A=0.05292 A0=3.18310 1/(R a)
E=0.01 R: S=0.033251 ODE=0.033251 low=0.000999 A=0.05292 A0=1.59155 1/(R a)
E=0.1 R: S=0.105020 ODE=0.105020 low=0.009901 A=0.05286 A0=0.50329 1/(R a)
E=1 R: S=0.325358 ODE=0.325358 low=0.090909 A=0.05178 A0=0.15915 1/(R a)
E=10 R: S=0.743820 ODE=0.743820 low=0.500000 A=0.03744 A0=0.05033 1/(R a)
E=100 R: S=0.956695 ODE=0.956695 low=0.909091 A=0.01523 A0=0.01592 1/(R a)
sqrt(8 z0) = 1.26491, J0 = 0.63827, Y0 = 0.26685
A_edge = 0.052927 (ODE 0.052927) 1/(R a); edge slope S/k = 0.33255 a
odd factor k=1/a: 2.8429; z0=1e-6 a: 6.2946; 3D formula 6.2949
soft-core 2/sqrt(z^2+z0^2), k=1/a: S = 0.2708
Gaussian well 2exp(-z^2): S(0.02)/S(0.01) = 3.9991
off-centre well 0.5exp(-4(|z|-2)^2), k=1.1781/a: S = 1.2665
n=0: nu=0.54398 E=-3.37935 R (FD -3.37935) f=0.906083/a (FD 0.906083)
n=1: nu=1.61663 E=-0.38263 R (FD -0.38263) f=0.025446/a (FD 0.025446)
n=2: nu=2.62246 E=-0.14541 R (FD -0.14541) f=0.005895/a (FD 0.005895)
n=3: nu=3.62417 E=-0.07613 R (FD -0.07613) f=0.002228/a (FD 0.002228)
lowest binding energy = 3.37935 R = 15.965 meV
nu=15.6259: f nu^3/2 = 0.052930 1/(R a)
z0=1 a: nu0 = 1.00000000, f0 = 0.400000/a, quadrature of x exp(-x): 0.400000/a
kappa=40/a: G-G0 = 3.7039e-05, Born 3.6880e-05, 1/(2 z0 kappa^3) = 3.9063e-05 1/(R a)
tail coefficients c2 = 5.000 /a^2, c4 = 100.000 /a^4
lost continuum: k<50/a 0.910972 + tail 0.031746 = 0.942718 /a
bound: 16 levels 0.942516 + tail 0.000204 = 0.942720 /a
share of lowest exciton = 96.114 %
z0=1 a: Eb=1.0000 R f0=0.4000/a f1=0.02613/a A_edge=0.11407 share=90.416 %
z0=0.2 a: Eb=3.3794 R f0=0.9061/a f1=0.02545/a A_edge=0.05293 share=96.114 %
z0=0.01 a: Eb=21.2269 R f0=3.0616/a f1=0.01455/a A_edge=0.01509 share=99.383 %
z0=0.0001 a: Eb=128.7045 R f0=9.4317/a f1=0.00538/a A_edge=0.00390 share=99.929 %
z0=1e-4 a, n=0: nu shoot 0.08815 asym 0.08822; f shoot 9.43169 asym 9.40022 /a
z0=1e-4 a, n=1: nu shoot 1.12743 asym 1.12742; f shoot 0.00538 asym 0.00538 /a
z0=1e-4 a, k=1/a: P=6.2949 T=-14.5362 /a, S asym 0.02509, ODE 0.02510
z0=1e-06 a: L=11.968 kappa0=19.343/a f0/kappa0=0.8986 (nu1-1)L=0.9728 2L^2f1=0.7329/a
z0=1e-12 a: L=25.783 kappa0=45.174/a f0/kappa0=0.9561 (nu1-1)L=0.9924 2L^2f1=0.8752/a
every check passed
```
